# Energy flux of quasi-longitudinal phonons along [100] in silicon

## Problem

A small source inside a large silicon crystal emits long-wavelength quasi-longitudinal phonons. It sends equal power into equal solid angles of **wavevector** direction. A distant detector lies on the [100] axis through the source. Expand the quasi-longitudinal speed to second order in the angle $\theta$ between the wavevector and [100]. Then find the ratio $A$ of the power per unit solid angle arriving along [100] to the power that would arrive in an isotropic solid.

Silicon is cubic, with three stiffnesses $C_{11},C_{12},C_{44}$ and density $\rho$. Use these rough values, based on measured magnitudes, with $C_{11}$ rounded to one decimal and the ratios $C_{12}/C_{11}$ and $C_{44}/C_{11}$ rounded to two: $C_{11}=1.00$, $C_{12}=0.39$ and $C_{44}=0.48$ eV/Å$^3$, with $\rho=1.4$ u/Å$^3$, where u is the atomic mass unit. The waves are linear, free of dispersion and not scattered. The algebra is in atomic units, so $\hbar=1$ and a phonon of frequency $\omega$ has energy $\omega$.

## A tempting solution

Let $\mathbf u$ be the displacement. In a cubic crystal the stresses needed for the first component of the equation of motion are

$$\sigma_{11}=C_{11}\partial_1u_1+C_{12}(\partial_2u_2+\partial_3u_3),\qquad \sigma_{12}=C_{44}(\partial_1u_2+\partial_2u_1),$$

and $\sigma_{13}$ follows from $\sigma_{12}$ by replacing 2 with 3. Hence $\rho\ddot u_1=\partial_1\sigma_{11}+\partial_2\sigma_{12}+\partial_3\sigma_{13}$ becomes

$$\rho\ddot u_1=\left[C_{11}\partial_1^2+C_{44}(\partial_2^2+\partial_3^2)\right]u_1+(C_{12}+C_{44})\,\partial_1(\partial_2u_2+\partial_3u_3).$$

Insert a plane wave with wavevector $\mathbf k=k\mathbf n$, unit polarization $\mathbf e$ and speed $v=\omega/k$. Each pair of derivatives gives $-k^2$ times two components of $\mathbf n$, and the two time derivatives give $-\omega^2$. With the other two components treated alike, the result is the Christoffel equation

$$\Gamma\mathbf e=\lambda\mathbf e,\qquad \lambda=\rho v^2,$$

$$\Gamma_{11}=C_{11}n_1^2+C_{44}(n_2^2+n_3^2),\qquad \Gamma_{12}=(C_{12}+C_{44})n_1n_2,$$

with the remaining elements obtained by permuting the indices.

Near [100] the wave is almost longitudinal, so it is tempting to set $\mathbf e=\mathbf n$. An eigenvalue is stationary with respect to its eigenvector, and a small error in the polarization therefore seems harmless. This choice gives

$$\lambda\approx\mathbf n\cdot\Gamma\mathbf n=C_{11}(n_1^4+n_2^4+n_3^4)+2(C_{12}+2C_{44})(n_1^2n_2^2+n_1^2n_3^2+n_2^2n_3^2).$$

To order $\theta^2$, $n_1^4=1-2\theta^2$ and $n_1^2(n_2^2+n_3^2)=\theta^2$, while the other terms are of order $\theta^4$. Thus

$$\lambda\approx C_{11}+2(C_{12}+2C_{44}-C_{11})\,\theta^2 .$$

Write this as $\lambda=C_{11}(1+a\theta^2)$. The numbers give $a=2\times0.35/1.00=0.70$. Energy travels with the group velocity, which for such a speed leaves at the angle $(1+a)\theta$. A narrow bundle is therefore widened by $1+a$ in both transverse directions, and

$$A\approx\frac1{(1.70)^2}\approx0.35 .$$

The formula even passes a check: in an isotropic solid $C_{11}=C_{12}+2C_{44}$, so $a=0$ and $A=1$.

## Where it fails

The group-velocity part is sound and is derived below. The fault lies in the polarization. Let $\mathbf m$ be the unit vector along the transverse part of $\mathbf n$, so that $\mathbf n=(\cos\theta,\ \mathbf m\sin\theta)$. Try the unnormalized polarization $(1,\ p\,\theta\,\mathbf m)$ with $p$ left free. The tempting choice is $p=1$. Define

$$b=C_{12}+C_{44},\qquad d=C_{11}-C_{44}.$$

To order $\theta^2$ the trial eigenvalue is

$$\frac{\mathbf e\cdot\Gamma\mathbf e}{\mathbf e\cdot\mathbf e}=\frac{(C_{11}-d\,\theta^2)+2bp\,\theta^2+C_{44}p^2\theta^2}{1+p^2\theta^2}=C_{11}+\theta^2\left(-d+2bp-d\,p^2\right).$$

In the last step the denominator contributed $-C_{11}p^2\theta^2$, which combined with $C_{44}p^2\theta^2$ to give $-d\,p^2\theta^2$.

The value of $p$ enters at order $\theta^2$, the very order that fixes the flux. Stationarity does make the error in $\lambda$ quadratic in the error of $\mathbf e$. But the error of $\mathbf e$ is itself proportional to $\theta$, so its square cannot be dropped. At $p=1$ the bracket has slope $2(b-d)$, which vanishes only if $b=d$, that is, if $C_{11}=C_{12}+2C_{44}$. This is the isotropic condition, which is why the isotropic check could not reveal the fault.

Holding the polarization fixed along [100], $p=0$, is worse. The bracket is then $-d$, so $a=-0.52$ and $A=1/(0.48)^2\approx4.3$. That would turn a weakened flux into a strongly enhanced one.

## The right solution

### Speed

Assume a mechanically stable crystal, $C_{44}>0$, $C_{11}>|C_{12}|$ and $C_{11}+2C_{12}>0$, and assume also $C_{11}>C_{44}$. The quasi-longitudinal mode then has the largest eigenvalue near [100], and on the axis it is separated from the transverse pair by the gap $d>0$.

Split the polarization into $e_1$ and a transverse vector $\mathbf e_t$. The Christoffel equation becomes

$$(\lambda-\Gamma_{11})e_1=\mathbf g\cdot\mathbf e_t,\qquad(\lambda-\Gamma_T)\mathbf e_t=\mathbf g\,e_1,\qquad \mathbf g=b\sin\theta\cos\theta\,\mathbf m,$$

where $\Gamma_T$ is the transverse $2\times2$ block. On the axis $\lambda=C_{11}$ and $\Gamma_T=C_{44}I$, with $I$ the unit matrix, so $\lambda-\Gamma_T=d\,I$. Close to the axis this matrix remains invertible, and $e_1\neq0$. Solving the second equation for $\mathbf e_t$ and inserting it in the first gives

$$\lambda=\Gamma_{11}+\mathbf g\cdot(\lambda-\Gamma_T)^{-1}\mathbf g .$$

No approximation has been made in this relation. Since $\mathbf g$ is of order $\theta$ and $\Gamma_{11}$ differs from $C_{11}$ by order $\theta^2$, so does $\lambda$. The elements of $\Gamma_T$ also change by order $\theta^2$. The inverse may therefore be replaced by $I/d$, with an error of order $\theta^4$ in $\lambda$. With $\Gamma_{11}=C_{11}-d\sin^2\theta$,

$$\lambda=C_{11}+\left(\frac{b^2}{d}-d\right)\theta^2+O(\theta^4).$$

The equality of the two transverse speeds on the axis causes no difficulty, because $I/d$ treats all transverse directions alike. For the same reason the coefficient does not depend on the azimuth of $\mathbf m$.

Divide by $\rho$ and take the square root, using $\sqrt{1+x}=1+x/2+O(x^2)$:

$$v(\theta)=v_0\left(1+\tfrac12a\theta^2\right)+O(\theta^4),\qquad v_0=\sqrt{\frac{C_{11}}{\rho}},\qquad a=\frac{b^2-d^2}{C_{11}d}.$$

The second component equation also gives the true polarization, $\mathbf e_t/e_1=(b/d)\theta\,\mathbf m$ to first order, so $p=b/d$. Completing the square in the earlier trial result shows what was lost:

$$-d+2bp-d\,p^2=\frac{b^2}{d}-d-d\left(p-\frac bd\right)^2 .$$

For silicon $b/d=0.87/0.52=1.67$. The polarization tilts by $1.67\theta$, not $\theta$. The choice $p=1$ lowers $a$ by $0.52\times(0.673)^2/1.00\approx0.24$, which is the difference between 0.94 and 0.70.

### Energy flow

It remains to show that energy follows the group velocity. Write the stress as $\sigma_{ij}=C_{ijml}\partial_lu_m$, with repeated indices summed. Multiply $\rho\ddot u_i=\partial_j\sigma_{ij}$ by $\dot u_i$ and use the product rule:

$$\partial_t\left(\tfrac12\rho\dot u_i\dot u_i\right)=\partial_j(\sigma_{ij}\dot u_i)-\sigma_{ij}\partial_j\dot u_i .$$

Because $C_{ijml}=C_{mlij}$, the last product is the time derivative of the strain energy density $\tfrac12\sigma_{ij}\partial_ju_i$. The equation is thus a conservation law, in which the energy flux is $P_j=-\sigma_{ij}\dot u_i$.

For $\mathbf u=\mathbf e\cos(\mathbf k\cdot\mathbf x-\omega t)$, let $s$ be the sine of the phase. Then $\dot u_i=\omega e_is$ and $\partial_lu_m=-e_mk_ls$, so

$$P_j=\omega\,C_{ijml}e_ie_mk_l\,s^2 .$$

The kinetic energy density is $\tfrac12\rho\omega^2s^2$. The strain energy density has the same value, because $C_{ijml}e_ik_je_mk_l=\rho\omega^2$ by the Christoffel equation. Their sum is $\rho\omega^2s^2$. Averaging over a period gives $s^2$ the same factor $\tfrac12$ in flux and density, so the energy velocity is

$$V_j=\frac{C_{ijml}e_ie_mk_l}{\rho\omega}.$$

Now differentiate $\rho\omega^2=C_{ijml}e_ik_je_mk_l$ with respect to $k_j$. The change of $\mathbf e$ contributes $2\rho\omega^2\,\mathbf e\cdot\delta\mathbf e$, which is zero because $\mathbf e$ keeps unit length. The two factors of $\mathbf k$ contribute equally, leaving $2\rho\omega\,\partial\omega/\partial k_j=2C_{ijml}e_ie_mk_l$. Therefore $V_j=\partial\omega/\partial k_j$. With $\hbar=1$ this is the derivative of the phonon energy with respect to its wavevector.

### From speed to flux

Let $\mathbf k=(k_1,\mathbf k_t)$. Near the axis $\theta=k_t/k_1$ to leading order and $k=k_1(1+\theta^2/2)$ to second order. Hence

$$\omega=kv=v_0k_1\left(1+\tfrac12\theta^2\right)\left(1+\tfrac12a\theta^2\right)=v_0\left[k_1+\frac{(1+a)k_t^2}{2k_1}\right]+\dots$$

The omitted terms are of fourth order in $k_t$. The 1 in $1+a$ comes from the geometry of a tilted wavevector, and $a$ comes from the change of speed. Differentiation gives

$$V_1=v_0+O(\theta^2),\qquad \mathbf V_t=v_0(1+a)\frac{\mathbf k_t}{k_1}+O(\theta^3),$$

so the ray angle is $\psi=(1+a)\theta+O(\theta^3)$, in the same azimuth as the wavevector to this order.

On the axis, an element of solid angle is the area covered by the two transverse slopes. Both slopes are multiplied by $1+a$, so $d\Omega_V=(1+a)^2d\Omega_k$. The power emitted into $d\Omega_k$ arrives in $d\Omega_V$. In an isotropic solid the two elements are equal. Therefore

$$A=\frac{d\Omega_k}{d\Omega_V}=\frac1{(1+a)^2}.$$

Using $C_{11}d-d^2=C_{44}d$, the stretch can also be written

$$1+a=\frac{C_{11}d+b^2-d^2}{C_{11}d}=\frac{C_{44}d+b^2}{C_{11}d}.$$

This is positive under the stated conditions. The ray map therefore does not fold at [100], and the flux there stays finite.

## Numbers for silicon

The axial speed is $v_0=\sqrt{1.00/1.4}$ in units of $\sqrt{\text{eV/u}}$, which is about 83 Å/ps, or 8300 m/s. This value carries the rounding of $C_{11}$: the measured stiffness is nearer 1.03 eV/Å$^3$, and the measured speed is about 8400 m/s. The stretch is

$$1+a=\frac{0.48\times0.52+(0.87)^2}{1.00\times0.52}=\frac{0.2496+0.7569}{0.52}=1.936,$$

and hence

$$A=\frac1{(1.936)^2}=0.267\approx0.27 .$$

The density does not enter $A$, and the stiffnesses enter only through their ratios. If $C_{12}/C_{11}$ and $C_{44}/C_{11}$ are each uncertain by 0.005, half a unit in their last digit, $A$ runs from 0.253 to 0.282. The second digit of 0.27 is therefore not firm, but the tempting result 0.35 lies well outside this range.

Solving the Christoffel equation numerically shows how far the expansion reaches. The wavevector is tilted from [100] toward [010]. The extra digits compare the two calculations for the same inputs and do not express knowledge of silicon.

| Tilt (deg) | $v$, full (Å/ps) | $v$, expanded (Å/ps) | $\psi$, full (deg) | $(1+a)\theta$ (deg) |
|---|---|---|---|---|
| 2 | 83.064 | 83.064 | 3.85 | 3.87 |
| 5 | 83.305 | 83.313 | 9.42 | 9.68 |
| 10 | 84.091 | 84.200 | 17.59 | 19.36 |

At 10° the expanded speed is 0.13% above the full speed, while the linear ray angle is 10% above the full one. The ray angle depends on the slope of $v$. In this mirror plane the gradient of $\omega=kv(\theta)$ has a component $v$ along $\mathbf n$ and a component $v'=dv/d\theta$ across it, so $\psi=\theta+\arctan(v'/v)$. The 1.8° discrepancy has two parts. With the expanded speed at $\theta=0.1745$ rad, $v'/v=0.1633/1.0143=0.1610$, whose arctangent is 0.1596, while the linear law uses $a\theta=0.1633$. That step accounts for 0.0037 rad, or 0.2°. The remaining 1.6° comes from the error in the speed. A relative speed error $\epsilon$ that grows roughly as $\theta^4$ has slope near $4\epsilon/\theta$, and with $\epsilon=0.0013$ this is 0.030 rad, or 1.7°, which is the right size.

The result on the axis does not by itself exclude a distant wavevector whose ray also points along [100]. To look for one, 600,000 wavevector directions were spread evenly over the whole sphere and their rays were computed numerically. A cone of half-angle 6° about [100] received 452 rays, against 1642 in the isotropic case, a ratio of 0.275. No wavevector feeding the cone was tilted by more than 3.13°, so no distant contribution appeared. Part of the excess over 0.267 comes from the finite cone: the linear law would put its edge at $6/1.936=3.10$°, slightly inside the edge found. The count also rests on a finite number of points, so exact agreement with 0.267 is not expected.

## Other crystals and limits of the result

Factoring the difference of squares gives

$$a=\frac{(C_{11}+C_{12})(C_{12}+2C_{44}-C_{11})}{C_{11}(C_{11}-C_{44})}.$$

Under the stated conditions the sign is that of $C_{12}+2C_{44}-C_{11}$. For silicon this is $+0.35$ eV/Å$^3$: the speed rises away from [100], and the rays turn away from the axis. The missing power is not absorbed. The total is conserved, so the flux must exceed the isotropic value in some other directions.

Keep $C_{11}$ and $C_{12}$ but change $C_{44}$. At $C_{44}=0.305$ eV/Å$^3$ the solid is isotropic and $A=1$. At $C_{44}=0.20$ eV/Å$^3$, $b=0.59$ and $d=0.80$ eV/Å$^3$, so $1+a=(0.16+0.348)/0.80=0.635$ and $A=2.48$. The axis now gathers rays.

The assumption $\mathbf e=\mathbf n$ can fail more severely in this direction. Its stretch, $(2C_{12}+4C_{44}-C_{11})/C_{11}$, vanishes at $C_{44}=0.055$ eV/Å$^3$ for the same $C_{11}$ and $C_{12}$. It would predict an infinite flux where the correct stretch is positive.

The polarization tilts by $(b/d)\theta$, so a rough guide to the range of the expansion is that the coupling $b\theta$ be small compared with the gap $d$. For silicon this means $\theta\ll0.6$ rad, and the table shows the linear ray angle already 10% off at 0.175 rad. At fixed $C_{11}$ and $C_{12}$ the range shrinks to nothing as $C_{44}$ approaches $C_{11}$. The guide is not a necessary condition: in an isotropic solid $b=d$, yet $v=v_0$ and $\psi=\theta$ hold at every angle. The wavelength must also be long compared with the atomic spacing, or dispersion changes the rays. In real silicon, phonons cross a macroscopic crystal without scattering only at low temperature and low enough frequency, where scattering by other phonons, isotope scattering and anharmonic decay are weak. If the source has its own angular pattern and the same pattern is used in the isotropic solid, the pattern cancels and $A$ is unchanged. Measured instead against a uniform source of the same total power, the flux along [100] is $A$ times the emission along [100] relative to its average over wavevector directions. Real sources need not be uniform in this sense. The number of modes in a frequency band and an element $d\Omega_k$ is proportional to $k^2dk=\omega^2d\omega/v^3$, so a source that excites every mode at the same rate emits in proportion to $v^{-3}$. For the silicon inputs this weight along [100] is about 1.22 times its average over the sphere, which raises the flux from 0.27 to about 0.33 of the uniform value. Finally, the factor 0.27 describes the quasi-longitudinal phonons alone. A detector that also responds to transverse phonons measures a different total.
